\section*{A symmetric finite-element scheme for dopant diffusion across segregating interfaces}

\section{What fails when concentration is the unknown}

At equilibrium a dopant does not have the same concentration on the two sides of an interface between silicon and its oxide. Continuous finite elements for the concentration $C$ cannot represent the jump. Two repairs suggest themselves. One keeps continuous test functions and lets the solution jump; it is correct, but its matrix is unsymmetric. The other lets the test functions jump as well; its matrix is symmetric, but it solves a different problem. In the two-layer case treated below, this second repair makes the slowest decay rate 18\,\% too small.

The cure is to solve for
\begin{equation}
u=\frac{C}{s},
\end{equation}
where $s(x)>0$ is the local equilibrium solubility. For a static interface in local equilibrium, $u$ is continuous, the stiffness matrix is symmetric, and the mass matrix is positive definite with weight $s$.

\section{Model and conditions}

In the dilute limit the dopant's chemical potential is $\mu=kT\ln(C/s)$, up to a constant common to all layers. With the mobility $D/kT$, the flux in the $+x$ direction is
\begin{align}
J&=-\frac{DC}{kT}\frac{\partial\mu}{\partial x}
=-DC\left(\frac{C'}{C}-\frac{s'}{s}\right)\nonumber\\
&=-Ds\left(\frac{C'}{s}-\frac{Cs'}{s^2}\right)=-Ds\,u'.
\label{flux}
\end{align}
A prime denotes $\partial/\partial x$. If exchange across the interface is fast, $\mu$ is equal on both sides, and therefore so is $u$. With the segregation coefficient defined as $m=C_{\rm si}/C_{\rm ox}$, this gives
\begin{equation}
\frac{C_{\rm si}}{s_{\rm si}}=\frac{C_{\rm ox}}{s_{\rm ox}}
\quad\Longrightarrow\quad m=\frac{s_{\rm si}}{s_{\rm ox}} .
\end{equation}
Multiplying $s$ everywhere by one factor divides $u$ by it and leaves $C$ unchanged, so only solubility ratios matter. I set $s_{\rm si}=1$; then $u$ has the unit of concentration and equals $C$ in silicon. Measured solubility limits may replace $m$ only if both refer to the same external phase and the dilute law holds up to those limits.

Since $s$ does not depend on time, conservation $\partial C/\partial t=-J'$ becomes
\begin{equation}
s\,\frac{\partial u}{\partial t}=(Ds\,u')' .
\label{pde}
\end{equation}
I further assume that $D>0$ is independent of $C$ and that the outer faces are closed, $J=0$.

\section{Weak form and matrices}

Multiply (\ref{pde}) by a continuous test function $v$ and integrate by parts in each layer. With the interface at $x=0$, the boundary terms left there are
\begin{equation}
v(0)\left[(Dsu')_{0^-}-(Dsu')_{0^+}\right]=0,
\end{equation}
because $v$ and the flux are both continuous. The outer terms vanish with $J$. Hence
\begin{equation}
\int s\,v\,\frac{\partial u}{\partial t}\,dx+\int Ds\,v'u'\,dx=0 .
\label{weak}
\end{equation}
Insert $u=\sum_j u_j\varphi_j$ and $v=\varphi_i$, with hat functions $\varphi_i$:
\begin{equation}
M\dot{\mathbf u}+K\mathbf u=0,\quad
M_{ij}=\int s\varphi_i\varphi_j\,dx,\quad
K_{ij}=\int Ds\varphi_i'\varphi_j'\,dx .
\end{equation}
Exchanging $i$ and $j$ changes neither integral. On an element of length $h$ with constant $s$ and $D$, the local functions are $1-\xi$ and $\xi$, where $\xi$ runs from 0 to 1. From $\int_0^1\xi^2d\xi=1/3$, $\int_0^1\xi(1-\xi)d\xi=1/6$ and the slopes $\mp1/h$,
\begin{equation}
M_e=\frac{sh}{6}\begin{pmatrix}2&1\\1&2\end{pmatrix},\qquad
K_e=\frac{Ds}{h}\begin{pmatrix}1&-1\\-1&1\end{pmatrix}.
\label{elements}
\end{equation}
For any nodal vector $\mathbf v$ with interpolant $v(x)$,
\begin{equation}
\mathbf v^TM\mathbf v=\int s\,v^2dx,\qquad
\mathbf v^TK\mathbf v=\int Ds\,(v')^2dx .
\end{equation}
The first is positive unless $\mathbf v=0$. The second is non-negative and vanishes only for constant $v$ on a connected domain. That null vector is the equilibrium state: uniform $u$, with $C$ proportional to $s$.

The interface should coincide with a node, as (\ref{elements}) assumes. If it cuts an element, linear functions cannot follow the kink of $u$ there; even with exact integrals, the error of the decay rate in the two-layer problem below then falls only in proportion to $h$. After the solve, $C$ is recovered separately on each side as $s_{\rm ox}u$ and $s_{\rm si}u$. Interpolating $C$ across the interface would smear the jump that $u$ has removed.

\section{Why the two repairs differ}

Let $S$ be the diagonal matrix of nodal solubilities, with the silicon value at the interface, and let $\mathbf c=S\mathbf u$ hold the concentrations. Keeping the test functions continuous and substituting $\mathbf u=S^{-1}\mathbf c$ gives
\begin{equation}
MS^{-1}\dot{\mathbf c}+KS^{-1}\mathbf c=0 .
\end{equation}
The decay rates are unchanged, but the columns are scaled and symmetry is lost. For the oxide node $o$ next to the interface node $i$,
\begin{equation}
(KS^{-1})_{oi}=-\frac{D_{\rm ox}s_{\rm ox}}{h\,s_{\rm si}}=-\frac{D_{\rm ox}}{hm},
\qquad (KS^{-1})_{io}=-\frac{D_{\rm ox}}{h}.
\end{equation}

The second repair uses test functions $s\psi$ with continuous $\psi$. With $s$ constant in each layer, the integrals become
\begin{equation}
\int s^2\psi\,\frac{\partial u}{\partial t}\,dx+\int Ds^2\psi'u'\,dx=0 .
\end{equation}
This is symmetric, but the weight is $s^2$. It makes $Ds^2u'$ continuous instead of the flux $Dsu'$, so dopant is not conserved at the interface.

A closed two-layer problem measures the damage. Let the layers have lengths $L_1,L_2$, and seek a mode decaying as $e^{-\lambda t}$. With $q_k=\sqrt{\lambda/D_k}$, the solutions with zero flux at the outer faces are $A\cos(q_1x)$ and $B\cos[q_2(L_1+L_2-x)]$. At $x=L_1$, continuity of $u$ and of $Dsu'$ requires
\begin{align}
A\cos q_1L_1&=B\cos q_2L_2,\\
-s_1D_1q_1A\sin q_1L_1&=s_2D_2q_2B\sin q_2L_2 .
\end{align}
Divide the second line by the first, and use $D_kq_k=\sqrt{D_k\lambda}$:
\begin{equation}
s_1\sqrt{D_1}\tan(q_1L_1)+s_2\sqrt{D_2}\tan(q_2L_2)=0 .
\label{rate}
\end{equation}

Take $L_1=1$, $L_2=2$, $D_1=1$, $D_2=0.5$, $s_1=1/0.3$, $s_2=1$ in dimensionless units. The slowest non-zero rate from (\ref{rate}) is 0.42422. Thirty elements of length 0.1 give 0.42448, and halving $h$ gives 0.42428; the error falls by a factor 4.00, which is second-order convergence. A separate discretization with two concentrations at the interface reproduced the spectrum of the $u$ form. The largest asymmetry of its stiffness matrix is $10/0.3-10=23.3$, against a largest entry of $10/0.3+5=38.3$, hence the printed ratio 0.609. The forced symmetric version gives 0.3470, close to the 0.3469 that (\ref{rate}) yields when $s$ is replaced by $s^2$. Its error therefore does not disappear on mesh refinement.

\section{Time stepping}

Backward Euler with step $\Delta t$ reads
\begin{equation}
(M+\Delta t\,K)\mathbf u^{n+1}=M\mathbf u^n .
\label{euler}
\end{equation}
The matrix on the left is symmetric positive definite, so a Cholesky solve needs no pivoting. Because $\sum_i\varphi_i=1$, the total dose is $\mathbf 1^TM\mathbf u$. Multiplying (\ref{euler}) by $\mathbf 1^T$ and using $\mathbf 1^TK=0$ shows that the dose is conserved.

For stability, multiply (\ref{euler}) by $(\mathbf u^{n+1})^T$. With $\|\mathbf v\|_M^2=\mathbf v^TM\mathbf v$ and symmetric $M$,
\begin{align}
2(\mathbf u^{n+1})^TM(\mathbf u^{n+1}-\mathbf u^n)
&=\|\mathbf u^{n+1}\|_M^2-\|\mathbf u^n\|_M^2\nonumber\\
&\quad+\|\mathbf u^{n+1}-\mathbf u^n\|_M^2\nonumber\\
&=-2\Delta t\,(\mathbf u^{n+1})^TK\mathbf u^{n+1}\le0 .
\end{align}
Thus $\|\mathbf u\|_M$ cannot grow for any $\Delta t>0$. This bounds a weighted norm; it does not guarantee accuracy or non-negative concentrations.

If the initial $u$ jumps at the interface, as it does for doped silicon under a clean oxide, no nodal value represents it. Use the load $b_i=\int C(x,0)\varphi_i\,dx$ as the first right-hand side. Its sum is the initial dose.

\subsection{Positivity and mass lumping}

Write $A=M+\Delta tK$. Its row sums are $r_i=\int s\varphi_i\,dx>0$, since the rows of $K$ sum to zero. Suppose all off-diagonal entries satisfy $A_{ij}\le0$ and $A\mathbf u=\mathbf b$ with $\mathbf b\ge0$. If the smallest value $u_i$ were negative, then
\begin{equation}
b_i=r_iu_i+\sum_{j\ne i}A_{ij}(u_j-u_i)\le r_iu_i<0,
\end{equation}
a contradiction. So $\mathbf u\ge0$. From (\ref{elements}), the sign condition for the consistent mass matrix is
\begin{equation}
\frac{sh}{6}-\frac{\Delta t\,Ds}{h}\le0
\quad\Longleftrightarrow\quad \Delta t\ge\frac{h^2}{6D}
\label{limit}
\end{equation}
in every element. This is a lower limit on the step, and $s$ cancels from it. In the small problem, the inverse of $A$ had no negative entry at 1.01 times the limit, and did have one at half the limit.

Lumping replaces $M_e$ by $(sh/2)$ times the unit matrix. It keeps the dose, stays positive definite, and makes the off-diagonal entries of $A$ negative for every $\Delta t>0$ in one dimension. In two or three dimensions the off-diagonal stiffness entries depend on the mesh, and their signs must be checked.

\section{Algorithm and cost}

\begin{verbatim}
input: h[e], s[e], D[e], C_initial, time steps
for each element e with nodes i, i+1:
    mass[i]    += s[e]*h[e]/2
    mass[i+1]  += s[e]*h[e]/2
    g           = D[e]*s[e]/h[e]
    stiff[i]   += g
    stiff[i+1] += g
    off[i]      = -g
b[i] = integral of C_initial * phi[i]
for each time step dt:
    solve  tridiag(mass + dt*stiff, dt*off) u = b
    b[i] = mass[i]*u[i]
return C = s*u, evaluated on each side separately
\end{verbatim}

For $N$ nodes, a symmetric tridiagonal factorization and solve takes about $8N$ arithmetic operations: three per node for elimination, two for the forward sweep and three for the backward sweep. Two arrays hold the matrix. The example below has 901 nodes and 400 steps, so these solves take about three million operations. On larger meshes the matrix also suits conjugate gradients, which require symmetry and positive definiteness.

\section{Finite exchange rate}

If exchange is not fast, $u$ has two interface values. Let the flux from silicon to oxide be $k(u_{\rm si}-u_{\rm ox})$, where $k$ is a velocity in the scaling $s_{\rm si}=1$. The interface terms from integration by parts no longer cancel; they add
\begin{equation}
k(v_{\rm si}-v_{\rm ox})(u_{\rm si}-u_{\rm ox})
\end{equation}
to the left side of (\ref{weak}). This is an element of zero thickness, with no mass and stiffness $k\bigl(\begin{smallmatrix}1&-1\\-1&1\end{smallmatrix}\bigr)$. Symmetry and positivity survive, but continuity of $u$ does not. It returns as $k\to\infty$.

\section{Worked example: boron under an oxide}

Consider an inert anneal at $1100\,^\circ$C for 60 min. Rough typical values are $m=0.3$, $D_{\rm si}=1.5\times10^{-13}$ and $D_{\rm ox}=3\times10^{-17}$ cm$^2$/s. The silicon starts at $C_0=10^{18}$ cm$^{-3}$ and the 50 nm oxide is empty.

\subsection{Reference solution}

The diffusion lengths $\sqrt{Dt}$ are 3.286 nm in oxide and 232.4 nm in silicon, short compared with the 50 nm and 2000 nm layers. Both may be treated as half-spaces, with oxide at $x<0$:
\begin{align}
u_{\rm ox}&=u_i\,{\rm erfc}\frac{-x}{2\sqrt{D_{\rm ox}t}},\\
u_{\rm si}&=C_0-(C_0-u_i)\,{\rm erfc}\frac{x}{2\sqrt{D_{\rm si}t}} .
\end{align}
Each solves its diffusion equation, and both equal $u_i$ at $x=0$. The slope of ${\rm erfc}(z)$ at zero is $-2/\sqrt\pi$, so continuity of $Dsu'$ gives
\begin{equation}
s_{\rm ox}u_i\sqrt{\frac{D_{\rm ox}}{\pi t}}
=s_{\rm si}(C_0-u_i)\sqrt{\frac{D_{\rm si}}{\pi t}} .
\end{equation}
Time cancels, and
\begin{equation}
u_i=\frac{C_0}{1+\dfrac{s_{\rm ox}}{s_{\rm si}}\sqrt{\dfrac{D_{\rm ox}}{D_{\rm si}}}}
=\frac{10^{18}}{1+\dfrac{3.286}{0.3\times232.4}}
=9.55\times10^{17}\ {\rm cm}^{-3}.
\end{equation}
For $D_{\rm ox}\to0$, $u_i\to C_0$ and the silicon is not depleted. When the oxide term dominates, $u_i\to0$ and supply through the silicon limits the uptake.

Here the silicon surface loses 4.5\,\% of its concentration, while the oxide side reaches $u_i/m=3.18\times10^{18}$ cm$^{-3}$. Integrating the interface flux over time gives the oxide dose
\begin{align}
Q&=2s_{\rm ox}u_i\sqrt{\frac{D_{\rm ox}t}{\pi}}
=\frac{2(3.18\times10^{18})(3.286\times10^{-7})}{\sqrt\pi}\nonumber\\
&=1.18\times10^{12}\ {\rm cm}^{-2}.
\end{align}

\subsection{Reading the numerical result}

The elements are 0.1 nm long in oxide and 5 nm in silicon. The times are $t_n=t(n/400)^2$, which puts short steps where the flux is large. The computed dose is 0.036\,\% below the formula. Doubling $h$ shifts it by $+0.017\,\%$ and halving the number of steps by $-0.042\,\%$, so the two errors partly cancel. At the end of the anneal the largest error in $u$ is $4.4\times10^{-4}$ of $C_0$; at steps 1 and 10, before the oxide diffusion length exceeds one element, it is $1.7\times10^{-2}$ of $C_0$. Relative to the local value it is larger in the tail: 0.4\,\% at 10 nm inside the oxide.

Lumping matters here. The first step is 0.0225 s, whereas (\ref{limit}) asks for at least 0.556 s in oxide and 0.278 s in silicon. With the consistent matrix, $u$ fell to $-0.235\,C_0$; with the lumped one it stayed non-negative. The undershoot follows from the first step in the empty oxide. With $\rho=D\Delta t/h^2=0.00675$, its interior rows read
\begin{equation}
\left(\tfrac16-\rho\right)(u_{j-1}+u_{j+1})+\left(\tfrac23+2\rho\right)u_j=0 .
\end{equation}
Setting $u_j\propto z^j$ gives $z+1/z=-4.25$, whose decaying root is $z=-0.25$. The first oxide node thus takes about minus one quarter of the interface value.

\section{Failure modes and their size}

\paragraph{Moving interface.} If oxide grows at speed $v$, old oxide recedes from the interface. With $y$ measured from the interface into the oxide,
\begin{equation}
\frac{\partial C}{\partial t}+v\frac{\partial C}{\partial y}
=D_{\rm ox}\frac{\partial^2C}{\partial y^2}.
\end{equation}
In the equations for $u$, with nodes numbered along $y$, the convection term contributes $\frac{s_{\rm ox}v}{2}\bigl(\begin{smallmatrix}-1&1\\-1&1\end{smallmatrix}\bigr)$ per element, which is unsymmetric. A separate solution of this equation, with the interface concentration held fixed, shows that 1 nm of growth at constant speed during the anneal raises the oxide dose by 14\,\%. The relevant scale is the 3.3 nm diffusion length, not the 50 nm oxide.

\paragraph{Changing temperature.} When $s$ depends on time, $\partial(su)/\partial t$ replaces $s\,\partial u/\partial t$. The step becomes
\begin{equation}
(M^{n+1}+\Delta tK^{n+1})\mathbf u^{n+1}=M^n\mathbf u^n,
\end{equation}
which conserves dose because $\mathbf 1^TK^{n+1}=0$. Using $M^{n+1}$ on the right would not.

\paragraph{Slow exchange.} The final flux is $s_{\rm ox}u_i\sqrt{D_{\rm ox}/(\pi t)}$. Dividing it by $0.01u_i$ gives $k=0.17$ nm/s for a 1\,\% jump in $u$ at the end. A run with this $k$ gave a 1.00\,\% jump and 1.5\,\% less oxide dose. Slower exchange requires the interface element.

\paragraph{Concentration-dependent diffusion.} If $D=D(C)$, differentiating the stiffness term with respect to $u_j$ gives
\begin{equation}
\int Ds\varphi_i'\varphi_j'\,dx+\int\frac{dD}{dC}s^2u'\varphi_i'\varphi_j\,dx .
\end{equation}
The second part spoils the symmetry of a Newton matrix; iterating with $D$ frozen at the last estimate keeps it. To size the effect, take a rough intrinsic density $n_i=10^{19}$ cm$^{-3}$ and let $D_{\rm si}$ grow as $p/n_i$, where $p$ is the hole density. Neutrality gives $p/n_i=1.05$ at $C_0$, and the internal field adds a factor $1+C_0/\sqrt{C_0^2+4n_i^2}=1.05$. Applying both throughout the silicon, with $m$ held fixed, changes the oxide dose by only 0.2\,\%, because silicon supplies dopant easily here. The interface condition can matter more: if boron is ionized in silicon but neutral in the oxide, the same internal field multiplies $C_{\rm ox}/C_{\rm si}$ by $p/n_i$, which raises the dose by about 5\,\%.

\paragraph{Relation to a real anneal.} The inputs are rough values for boron, so the dose indicates a size and is not a process prediction. With $m$ fixed and a rough activation energy of 3.5 eV for both diffusivities, an anneal 10 K hotter raises the dose by 11\,\%. If $m$ rises with temperature the gain is smaller; an activation energy of 0.9 eV for $m$ would halve it. The static interface is a further idealization: residual oxidant that grows 1 nm of oxide at constant speed raises the dose by about 14\,\%. The timing matters: the same growth gives about 5\,\% if confined to the first tenth of the anneal and about 23\,\% if confined to the last tenth. Dopant trapping at the interface and the dependence of $D_{\rm ox}$ on the ambient are left out. Since silicon depletion is weak here, the dose varies nearly as $\sqrt{D_{\rm ox}}$, so a fourfold larger $D_{\rm ox}$ would almost double it. It also varies nearly as $1/m$: with $m=0.5$ in place of 0.3 it is 39\,\% lower. These uncertainties far exceed the 0.04\,\% discretization error; a finer mesh would not make the prediction more reliable. The remaining values are in the numerical output.

\section*{Calculated quantities}
\begin{verbatim}
SMALL TWO-LAYER TEST (dimensionless)
layer lengths 1.0, 2.0; D 1.0, 0.5; s 3.3333, 1.0
elements: 30
smallest eigenvalue of M: 0.0250
second eigenvalue of K (first is zero): 0.0602
slowest decay rate, exact: 0.424218
slowest decay rate, elements, coarse: 0.424476
slowest decay rate, elements, halved h: 0.424283
error ratio on halving h: 4.000
relative asymmetry of stiffness with C as unknown: 0.609
decay rate with symmetry forced on C: 0.347039
exact rate for weight s^2: 0.346851
step limit for positivity, consistent mass: 0.00333
least inverse entry, step 1.01 x limit: 4.90e-64
least inverse entry, step 0.5 x limit: -2.47e+00
BORON, SILICON UNDER OXIDE (rough typical inputs)
temperature: 1373.15 K; time: 3600 s; m = 0.3
D_si = 1.5e-13 cm2/s; D_ox = 3.0e-17 cm2/s
oxide 50 nm; silicon 2000 nm; initial C_si 1.0e+18 cm^-3
h_ox 0.1 nm; h_si 5.0 nm; time steps 400
sqrt(D t): oxide 3.286 nm; silicon 232.4 nm
interface u: elements 9.5498e+17, formula 9.5498e+17 cm^-3
interface C, silicon side: 9.5498e+17 cm^-3
interface C, oxide side: 3.1833e+18 cm^-3
C at x = -10 nm: elements 1.0043e+17, formula 1.0003e+17 cm^-3
C at x = -5 nm: elements 8.9652e+17, formula 8.9770e+17 cm^-3
C at x = -2 nm: elements 2.1219e+18, formula 2.1231e+18 cm^-3
C at x = 100 nm: elements 9.6576e+17, formula 9.6575e+17 cm^-3
C at x = 300 nm: elements 9.8375e+17, formula 9.8373e+17 cm^-3
oxide dose: elements 1.1800e+12, formula 1.1804e+12 cm^-2
oxide dose error: -0.036 %; with h and step doubled: -0.061 %
dose shift, h doubled: 0.017 %
dose shift, steps halved in number: -0.042 %
largest error of u / initial u: 4.42e-04
relative drift of total dose: 9.3e-14
first time step: 0.0225 s
positivity step limits: oxide 0.556 s, silicon 0.278 s
lowest u / initial u: lumped 0.0e+00, consistent -0.2347
NEGLECTED EFFECTS
exchange conductance for 1 % jump of u: 0.1717 nm/s
jump of u found with it: 1.001 %; oxide dose change -1.49 %
oxide growth of 1 nm: oxide dose change 14.3 %
10 K hotter (3.5 eV, rough): D x 1.238, oxide dose 11.3 %
rough n_i 1e+19 cm^-3: p/n_i 1.051, field factor 1.050
oxide dose change from these two: 0.22 %
\end{verbatim}
